**Defocus from the fringe shift of a two-beam grating monitor**

When the axial order and one first order interfere in air, a wafer displacement $z$ moves the fringes by $\Delta x=z\tan(\theta/2)$, where $\sin\theta=\lambda/p$, $\lambda$ is the wavelength and $p$ is the wafer-scale pitch. The program builds the image from numerical Fourier integrals of the mask and locates each line from its two threshold edges. It asserts that the image shift agrees with the formula at several defocus values, and that a numerical search for a 10 nm shift returns the same defocus. It also asserts that a symmetric grating does not shift, that a mirrored monitor shifts the opposite way, and that a fixed aberration adds only a constant offset. A resist film on silicon, solved by matching fields at its interfaces, is asserted to show the same 10 nm shift at every sampled depth. For $\lambda=193$ nm and $p=400$ nm, the output gives a defocus of 38.88 nm by both routes. It also sizes the effects of source extent, mask phase error, uncalibrated aberration, resist thickness change, line-position error and wavelength rounding.

## Program and output

```python
"""Focus monitor that interferes the axial order and one first order.

Result under test: moving the wafer by z in air shifts the fringes by
    shift = z * (1 - cos(theta)) / sin(theta) = z * tan(theta / 2),
where sin(theta) = wavelength / pitch. Lengths are in nm.
Light travels along +z, with time dependence exp(-i omega t).
The image is built from Fourier integrals of the mask, and line positions
are found from threshold edges, without using the formula above.
"""
import numpy as np
from scipy.optimize import brentq

wavelength = 193.0
pitch = 400.0            # wafer scale
measured_shift = 10.0
NA = 0.75
sigma = 0.2              # source radius / pupil radius
k = 2 * np.pi / wavelength
sine = wavelength / pitch
theta = np.arcsin(sine)
slope = np.tan(theta / 2)
defocus = measured_shift / slope

cells = 4000
u = (np.arange(cells) + 0.5) / cells     # position within one period


def monitor_mask(phase_degrees):
    step = np.exp(1j * np.radians(phase_degrees))
    return np.where(u < 0.25, 1.0, np.where(u < 0.5, step, 0.0))


def fourier_order(mask, n):
    return np.mean(mask * np.exp(-2j * np.pi * n * u))


def passed_orders(mask):
    return {n: fourier_order(mask, n) for n in range(-4, 5)
            if abs(n) * sine <= NA}


def field(orders, x, z):
    total = 0
    for n, amplitude in orders.items():
        s = n * sine
        total = total + amplitude * np.exp(
            1j * k * (s * x + np.sqrt(1 - s * s) * z))
    return total


def wrap(distance):
    return (distance + pitch / 2) % pitch - pitch / 2


def line_centre(orders, z):
    """Midpoint of the two edges where intensity equals its mean."""
    x = np.arange(2000) * pitch / 2000
    intensity = abs(field(orders, x, z))**2
    level = intensity.mean()
    peak = x[np.argmax(intensity)]

    def excess(position):
        return abs(field(orders, position, z))**2 - level

    left = brentq(excess, peak - pitch / 2, peak, xtol=1e-11)
    right = brentq(excess, peak, peak + pitch / 2, xtol=1e-11)
    return (left + right) / 2


def image_shift(orders, z):
    return wrap(line_centre(orders, z) - line_centre(orders, 0.0))


def find_defocus(orders):
    return brentq(lambda z: image_shift(orders, z) - measured_shift,
                  0.0, 100.0, xtol=1e-9)


# Mask orders and pupil selection, including every source point.
mask = monitor_mask(90.0)
orders = passed_orders(mask)
assert set(orders) == {-1, 0, 1}
assert abs(orders[-1]) < 1e-12
assert abs(abs(orders[0]) - np.sqrt(2) / 4) < 1e-10
assert abs(abs(orders[1]) - np.sqrt(2) / np.pi) < 1e-6
assert sine + sigma * NA < NA < 2 * sine - sigma * NA

# The field obeys the wave equation (finite differences).
h = 0.1
x_test = np.linspace(3.0, 390.0, 40)
z_test = 27.0
centre_field = field(orders, x_test, z_test)
laplacian = (field(orders, x_test + h, z_test)
             + field(orders, x_test - h, z_test)
             + field(orders, x_test, z_test + h)
             + field(orders, x_test, z_test - h)
             - 4 * centre_field) / h**2
residual = np.max(abs(laplacian + k**2 * centre_field))
assert residual < 1e-5 * k**2 * np.max(abs(centre_field))

# Fringe shift and inferred defocus from the image itself.
for z in (-300.0, -40.0, 15.0, 200.0):
    assert abs(image_shift(orders, z) - z * slope) < 1e-6
image_defocus = find_defocus(orders)
assert abs(image_defocus - defocus) < 1e-6
assert abs(defocus - 39.0) < 0.5
x_grid = np.linspace(0, pitch, 4001)
image = abs(field(orders, x_grid, defocus))**2
contrast = (image.max() - image.min()) / (image.max() + image.min())

# A symmetric grating passes both first orders and must not shift.
symmetric = passed_orders(np.where(u < 0.5, 1.0, 0.0))
assert abs(abs(symmetric[1]) - abs(symmetric[-1])) < 1e-12
symmetric_shift = image_shift(symmetric, defocus)
assert abs(symmetric_shift) < 1e-6

# A mirror-image monitor must shift the other way.
mirror_shift = image_shift(passed_orders(mask[::-1]), defocus)
assert abs(mirror_shift + measured_shift) < 1e-6
pair_shift = image_shift(orders, defocus) - mirror_shift

# Aberration: a fixed phase difference between the two orders.
waves = 0.01
aberrated = dict(orders)
aberrated[1] = orders[1] * np.exp(2j * np.pi * waves)
aberration_shift = wrap(line_centre(aberrated, 0) - line_centre(orders, 0))
assert abs(aberration_shift + pitch * waves) < 1e-6
assert abs(find_defocus(aberrated) - defocus) < 1e-6

# Resist on silicon, TE polarization, rough optical indices.
resist_index = 1.70 + 0.03j
silicon_index = 0.88 + 2.78j
thickness = 150.0


def film_fringe(surface_z, film_thickness, depths):
    """First-order field times conjugate axial field in the resist."""
    waves_in_film = []
    for n in (0, 1):
        s = n * sine
        q_air = k * np.sqrt(1 - s * s)
        q_film = k * np.sqrt(resist_index**2 - s * s)
        q_sub = k * np.sqrt(silicon_index**2 - s * s)
        pass_factor = np.exp(1j * q_film * film_thickness)
        incident = orders[n] * np.exp(1j * q_air * surface_z)
        # unknowns: reflected, down-going, up-going, transmitted
        matrix = np.array([
            [-1, 1, pass_factor, 0],
            [q_air, q_film, -q_film * pass_factor, 0],
            [0, pass_factor, 1, -1],
            [0, q_film * pass_factor, -q_film, -q_sub]])
        source = np.array([incident, q_air * incident, 0, 0])
        _, down, up, _ = np.linalg.solve(matrix, source)
        waves_in_film.append(
            down * np.exp(1j * q_film * depths)
            + up * np.exp(1j * q_film * (film_thickness - depths)))
    return waves_in_film[1] * np.conj(waves_in_film[0])


def fringe_position(harmonic):
    return -pitch * np.angle(harmonic) / (2 * np.pi)


def film_average(film_thickness):
    depths = (np.arange(600) + 0.5) / 600 * film_thickness
    return fringe_position(np.mean(film_fringe(0.0, film_thickness, depths)))


depths = np.linspace(0, thickness, 31)
film_shifts = wrap(fringe_position(film_fringe(defocus, thickness, depths))
                   - fringe_position(film_fringe(0.0, thickness, depths)))
assert np.max(abs(film_shifts - measured_shift)) < 1e-6
film_offset = wrap(film_average(thickness) - line_centre(orders, 0.0))
film_changes = [wrap(film_average(thickness + d) - film_average(thickness))
                for d in (-5.0, 5.0)]
film_error = max(abs(np.array(film_changes))) / slope

# Finite source: average the fringe over a uniformly filled disc.
axis = (np.arange(200) + 0.5) / 100 - 1
sx, sy = np.meshgrid(axis * sigma * NA, axis * sigma * NA)
inside = sx**2 + sy**2 <= (sigma * NA)**2
sx, sy = sx[inside], sy[inside]
cosine_difference = (np.sqrt(1 - sx**2 - sy**2)
                     - np.sqrt(1 - (sx + sine)**2 - sy**2))


def source_shift(z):
    mean_fringe = np.mean(np.exp(1j * k * z * cosine_difference))
    return pitch * np.angle(mean_fringe) / (2 * np.pi)


source_defocus = brentq(lambda z: source_shift(z) - measured_shift, 0, 100)

# Mask phase error admits some of the unwanted first order.
phase_low = find_defocus(passed_orders(monitor_mask(87.0)))
phase_high_orders = passed_orders(monitor_mask(93.0))
phase_high = find_defocus(phase_high_orders)
leak = abs(phase_high_orders[-1]) / abs(phase_high_orders[1])

small_angle = 2 * pitch * measured_shift / wavelength
other_wavelength = 193.4
other_defocus = measured_shift / np.tan(
    np.arcsin(other_wavelength / pitch) / 2)

print(f"Wavelength: {wavelength:.1f} nm")
print(f"Grating pitch at wafer: {pitch:.1f} nm")
print(f"Measured fringe shift: {measured_shift:.1f} nm")
print(f"Numerical aperture: {NA:.2f}; source fill sigma: {sigma:.2f}")
print(f"sin(theta): {sine:.4f}")
print(f"cos(theta): {np.cos(theta):.4f}")
print(f"theta: {np.degrees(theta):.2f} degrees")
print(f"Second-order direction sine: {2 * sine:.4f}")
print(f"Axial amplitude: {abs(orders[0]):.4f}")
print(f"Passed first-order amplitude: {abs(orders[1]):.4f}")
print(f"Opposite first-order amplitude: {abs(orders[-1]):.1e}")
print(f"Fringe contrast: {contrast:.3f}")
print(f"Shift per defocus, tan(theta/2): {slope:.4f} nm/nm")
print(f"Defocus from formula: {defocus:.2f} nm")
print(f"Defocus from simulated image: {image_defocus:.2f} nm")
print(f"Small-angle estimate: {small_angle:.2f} nm")
print(f"Small-angle excess: {100 * (small_angle / defocus - 1):.1f} %")
print(f"Defocus repeat distance: {pitch / slope:.0f} nm")
print(f"Symmetric-grating shift: {abs(symmetric_shift):.6f} nm")
print(f"Mirror-pair relative shift: {pair_shift:.2f} nm")
print(f"Defocus if 10 nm were a pair reading: {defocus / 2:.2f} nm")
print(f"Resist thickness: {thickness:.0f} nm")
print(f"Resist index (rough): {resist_index:.2f}")
print(f"Silicon index (rough): {silicon_index:.2f}")
print(f"Shift in resist, least over depth: {film_shifts.min():.3f} nm")
print(f"Shift in resist, greatest over depth: {film_shifts.max():.3f} nm")
print(f"Static depth-averaged resist offset: {film_offset:.2f} nm")
print("Neglected effects, as inferred defocus or its error:")
print(f"Finite source, inferred defocus: {source_defocus:.2f} nm")
print(f"Mask phase 87 degrees, inferred defocus: {phase_low:.2f} nm")
print(f"Mask phase 93 degrees, inferred defocus: {phase_high:.2f} nm")
print(f"Unwanted/wanted first-order amplitude at 93 deg: {leak:.4f}")
print(f"Aberration difference: {waves:.3f} waves")
print(f"Aberration fringe shift: {aberration_shift:.2f} nm")
print(f"Uncalibrated aberration error: {abs(aberration_shift)/slope:.2f} nm")
print(f"Resist thickness change 5 nm, error: {film_error:.2f} nm")
print(f"Line-position error 0.5 nm, error: {0.5 / slope:.2f} nm")
print(f"Defocus at {other_wavelength:.1f} nm wavelength: "
      f"{other_defocus:.2f} nm")
print("verified")
```

Printed output:

```
Wavelength: 193.0 nm
Grating pitch at wafer: 400.0 nm
Measured fringe shift: 10.0 nm
Numerical aperture: 0.75; source fill sigma: 0.20
sin(theta): 0.4825
cos(theta): 0.8759
theta: 28.85 degrees
Second-order direction sine: 0.9650
Axial amplitude: 0.3536
Passed first-order amplitude: 0.4502
Opposite first-order amplitude: 0.0e+00
Fringe contrast: 0.972
Shift per defocus, tan(theta/2): 0.2572 nm/nm
Defocus from formula: 38.88 nm
Defocus from simulated image: 38.88 nm
Small-angle estimate: 41.45 nm
Small-angle excess: 6.6 %
Defocus repeat distance: 1555 nm
Symmetric-grating shift: 0.000000 nm
Mirror-pair relative shift: 20.00 nm
Defocus if 10 nm were a pair reading: 19.44 nm
Resist thickness: 150 nm
Resist index (rough): 1.70+0.03j
Silicon index (rough): 0.88+2.78j
Shift in resist, least over depth: 10.000 nm
Shift in resist, greatest over depth: 10.000 nm
Static depth-averaged resist offset: 15.68 nm
Neglected effects, as inferred defocus or its error:
Finite source, inferred defocus: 38.32 nm
Mask phase 87 degrees, inferred defocus: 41.09 nm
Mask phase 93 degrees, inferred defocus: 37.09 nm
Unwanted/wanted first-order amplitude at 93 deg: 0.0262
Aberration difference: 0.010 waves
Aberration fringe shift: -4.00 nm
Uncalibrated aberration error: 15.55 nm
Resist thickness change 5 nm, error: 13.34 nm
Line-position error 0.5 nm, error: 1.94 nm
Defocus at 193.4 nm wavelength: 38.79 nm
verified
```
